Why More Grazing Emission Can Worsen Photoelectron Film Thickness

**Definitions and conventions**

A uniform film of thickness d covers a thick substrate, and the same core level is recorded from both. The emission angle θ is measured from the surface normal, so grazing emission means θ near 90°. Write μ = cos θ. The analysed area is assumed to grow as 1/μ, so that a pure material gives the same signal at every angle if its electrons travel in straight lines.

Let r be the film-to-substrate intensity ratio divided by the ratio of the two pure materials. If film and substrate attenuate electrons equally, the normalized signals add up to one. Call the substrate share T. Then

r = (1 − T)/T = 1/T − 1, so 1 + r = 1/T.

In the straight-line model a substrate electron crosses a path d/μ in the film. With attenuation length L,

T = exp(−x), x = d/(Lμ).

Taking the logarithm of 1 + r = exp(x) gives the thickness estimate

d_app = Lμ ln(1 + r).

The claim to be examined is that a larger θ makes this estimate more accurate, because the signal comes from nearer the surface.

**A counter-example: 2 nm of oxide on silicon**

Take silicon dioxide on silicon and Si 2p electrons excited by Al Kα radiation. Rough typical values are an inelastic mean free path λi = 3.5 nm and a transport mean free path λtr = 25 nm, the distance over which elastic scattering erases the direction of motion. The length L = 3.206 nm is calibrated so that a smooth 2 nm film is measured correctly at θ = 0, and it is then held fixed. The assumed standard errors are ε = 5 % in r and δ = 0.5° in angle. The total count is N0 = 20000 at every angle, and the thickness varies laterally with standard deviation σ = 0.2 nm.

*The gain.* Differentiate the estimate with respect to ln r:

∂d_app/∂ln r = Lμ r/(1 + r) = Lμ(1 − T).

Dividing by d = Lμx, the relative thickness error caused by ε is

ε g(x), g(x) = (1 − exp(−x))/x.

This falls as x grows. At 45°, x = 0.882 and the error is 3.32 %; at 80°, x = 3.592 and it is 1.35 %. So far the claim holds.

*Counting.* For simplicity, let the two pure materials give equal signals. The mean counts are then N0(1 − T) from the film and N0T from the substrate. For independent Poisson counts, to leading order,

var(ln r) = 1/[N0(1 − T)] + 1/(N0T) = 1/[N0T(1 − T)].

Multiplying its square root by Lμ(1 − T) gives

σ_d = Lμ √[(1 − T)/(N0T)] = Lμ √[(exp(x) − 1)/N0].

At fixed d and L, μ is proportional to 1/x, so the quantity to minimize is (exp(x) − 1)/x². Setting its derivative to zero gives

x exp(x) = 2(exp(x) − 1), or x = 2(1 − exp(−x)).

The nonzero root is x = 1.594, here at 67.0°. Beyond it the scarcity of substrate electrons costs more than the shorter escape depth gains. With 20000 counts this part stays near 1 % up to 80°.

*Misalignment.* Suppose the true angle is θ + δ but the analysis uses θ. Then ln(1 + r) = d/[L cos(θ + δ)], and

d_app/d = cos θ/cos(θ + δ) ≈ 1 + δ tan θ,

with δ in radians. Half a degree is 0.00873 rad. The error is therefore 0.87 % at 45°, 1.51 % at 60° and 4.95 % at 80°.

*Thickness spread.* Let the local thickness t have a Gaussian distribution of mean d, with patches wide compared with the lateral path of the electrons. The measurement averages signals, not thicknesses:

⟨exp(−t/(Lμ))⟩ = exp[−d/(Lμ) + σ²/(2L²μ²)].

Taking −Lμ times the logarithm gives

d_app = d − σ²/(2Lμ).

Thin patches add more substrate signal than thick patches remove, so the film seems too thin. The bias is −0.62 % at 60° and −1.80 % at 80°.

*Elastic scattering.* Let τ be depth in units of the total mean free path λt, where 1/λt = 1/λi + 1/λtr. This gives λt = 3.070 nm and a film depth τd = 0.651. A collision is elastic with probability ω = λt/λtr = 0.1228. In the transport approximation such a collision restarts the electron isotropically.

Let q(τ) be the density of photoelectrons created, and S(τ) the density of all isotropic starts, primary and scattered. An electron starting at τ′ has its next collision near τ with probability density

½ ∫₀¹ exp(−|τ − τ′|/u) du/u = ½ E1(|τ − τ′|),

where u is the magnitude of the direction cosine and E1 is the exponential integral. The factor ½ selects the half of the directions leading towards τ. A fraction ω starts again, hence

S(τ) = q(τ) + (ω/2) ∫₀^∞ E1(|τ − τ′|) S(τ′) dτ′.

The signal at μ comes from starts that reach the surface without another collision:

I(μ) = ∫₀^∞ S(τ) exp(−τ/μ) dτ/μ.

Solve once with q = 1 below the film only, and once with q = 1 everywhere. The ratio of the two signals is T. For ω = 0 this returns the straight-line exponential.

At 80° the straight-line share with the calibrated L would be 0.0275, but the transport solution gives T = 0.0464. The estimate becomes

d_app = 3.206 nm × cos 80° × ln(1/0.0464) = 1.71 nm.

That is 14.5 % too thin. The reason can be read from the solution: 49 % of the substrate signal at 80° had its last scattering inside the film, against 7 % at 60°. These electrons cross part of the film on a steeper path and turn towards the detector mostly in the upper half of the film.

*The balance.* The direct calculation of the total error averages the signals over thickness, inverts them, and takes the root-mean-square error over angle and ratio errors. Relative to the true thickness it gives:

θ = 0°: 3.87 %
θ = 45°: 3.66 %
θ = 60°: 3.87 %
θ = 70°: 5.30 %
θ = 80°: 15.81 %

Between 45° and 80° the ratio error falls by a factor of about 2.5, while the total error rises by a factor of about 4.3. This refutes the claim. The best angle is 48°, but the minimum is shallow: going from normal emission to 48° improves the total by only about 0.2 percentage points.

**The correct general statement**

At fixed d, L and error parameters, two statements hold.

(A) In the straight-line model, with the leading-order errors above, there is one best angle as soon as the counts are finite or δ or σ is nonzero. Beyond it the total error rises. The best angle may be normal emission itself.

(B) If isotropic elastic scattering is present and L is held fixed, the noise-free estimate tends to zero at grazing emission, whatever the true thickness. Its relative error tends to −100 %.

Neither statement gives the value of the best angle. That value results from the size of the competing errors.

**Proof of (A)**

Let a = d/L be the value of x at normal emission. Since μ = a/x,

tan²θ = 1/μ² − 1 = x²/a² − 1.

The relative bias from thickness spread is −σ²/(2Lμd) = −σ²x/(2d²). Adding the squares of the independent errors and of this bias gives

V(x) = ε²g² + (exp(x) − 1)/(N0x²) + δ²(x²/a² − 1) + σ⁴x²/(4d⁴), x ≥ a.

Each term is convex. For the first, write g(x) = ∫₀¹ exp(−xs) ds, so that

g² = ∫₀¹∫₀¹ exp[−x(s + s′)] ds ds′.

Its second derivative contains the factor (s + s′)² and is positive. For the second,

(exp(x) − 1)/x² = 1/x + 1/2 + x/6 + x²/24 + …,

where every term has a non-negative second derivative for x > 0. The last two terms of V are quadratics with non-negative coefficients. Thus V is strictly convex for ε > 0. It grows without bound if N0 is finite or if δ or σ is nonzero, so it has one minimum on x ≥ a. Because x increases with θ, this is one best angle. It lies away from the normal if V′(a) < 0; otherwise it is θ = 0.

The exceptional case is instructive. With unlimited counts, perfect alignment and a uniform film, V = ε²g² falls all the way to grazing emission. The claim is correct for that one error in that model.

For misalignment, half the derivative of V compares the gain ε²g|g′| with the loss δ²x/a², where

g′(x) = [(1 + x)exp(−x) − 1]/x².

In the example the gain is 3.3 × 10⁻⁴ and the loss 2.4 × 10⁻⁴ at 60°. At 70° they are 1.9 × 10⁻⁴ and 3.6 × 10⁻⁴. Half a degree of misalignment therefore outweighs the ratio gain from somewhere between 60° and 70° in the straight-line model.

Roughness depends strongly on its size, since its term contains σ⁴. From the tabulated errors, the ratio, counting and 0.2 nm spread terms alone combine to 3.1 % at 60° and 2.5 % at 80°: this spread does not cancel the gain. For σ = 0.5 nm the bias is (0.5/0.2)² = 6.25 times larger, about −3.9 % at 60° and −11 % at 80°. It then outweighs the gain. The direct calculation with this spread, no misalignment and a correction for elastic scattering, made with a length held fixed at each angle, puts the best angle at 19°.

**Proof of (B)**

The weight exp(−τ/μ)/μ has unit area and concentrates at τ = 0 as μ → 0. Hence I(μ) tends to S(0), and

T → T0 = S_sub(0)/S_all(0).

The first scattering of substrate electrons already contributes

(ω/2) ∫_{τd}^∞ E1(τ′) dτ′ = (ω/2) E2(τd),

because E2′ = −E1 and E2 vanishes at infinity. Later scatterings can only add to S_sub(0). On the other side, with q = 1 everywhere, the density of starts after each further scattering is at most ω times the largest density before it, since ½∫E1 over all depths does not exceed one. Summing the geometric series gives S_all(0) ≤ 1/(1 − ω). Therefore

T0 ≥ (ω/2)(1 − ω)E2(τd) > 0.

So ln(1/T0) is finite, and d_app → Lμ ln(1/T0) → 0. In the straight-line model ln(1/T) grows as 1/μ and compensates the factor μ; scattering stops that growth. Here T0 = 0.0175.

**What a correction can and cannot do**

With elastic scattering as the one added fault, the best angle is 58°. One may replace L by an angle-dependent length that restores the correct thickness. With that length held fixed, 0.5° misalignment and no thickness spread, the error has a shallow local minimum of about 3.3 % near 65°, rises to about 3.7 % near 80° and then falls again, so that the lowest error, 2.36 %, lies at the edge of the search, 84°. Misalignment matters less there than δ tan θ suggests, because T approaches a finite limit instead of falling to zero.

This figure must not be read as attainable accuracy. The correcting length was computed at the true thickness and then held fixed, whereas a real analysis has to find both together. The error is then δd = |δ ln T|/|∂ln T/∂d|. For weak scattering at the grazing limit, T is approximately (ω/2)E2(τd), so

|∂ln T/∂ln d| = τd E1(τd)/E2(τd).

The fixed length instead implies a sensitivity ln(1/T) = ln(2/ω) + ln(1/E2(τd)). As ω → 0 this grows without bound while the true sensitivity stays finite. For sufficiently weak scattering the fixed length thus understates the error at grazing emission. It does so in the present example too: solving for the thickness from T, with the same ratio, counting and misalignment errors to leading order, brings back an optimum near 64° with an error of about 3.3 %, and the error at 84° is about 6 %.

**The model beside a real oxide film**

The mean free paths are rough values for this oxide (the TPP-2M formula gives an inelastic path near 3.9 nm, about 10 % above the value used), and the error sizes are chosen. Real elastic scattering is mostly forward, unlike the isotropic restarts assumed here. A random walk with a Henyey–Greenstein angular law, an elastic path of 2.5 nm and mean scattering cosine 0.90, which keeps λtr = 25 nm, gives biases of +3.8 % at 60°, −8.3 % at 75° and −26.7 % at 80°, relative to its own calibration at normal emission and with a sampling uncertainty of a few tenths of a percentage point. The shape of the angular law matters more than this noise: a screened Rutherford law with the same path and mean cosine gives about +5 %, −10 % and −29 %. The isotropic model gives −1.5 %, −6.2 % and −14.5 %. The loss at 75° and beyond survives, but the bias changes sign between 60° and 75°. The crossing lies near 70°, and the total error has a narrow dip there: about 3.2 % at 69°, against 4.4 % at 60°, 4.7 % at 72° and 3.9 % at normal emission. The best angle of 48° therefore belongs to the isotropic model, and the forward model's optimum rests on a cancellation over a few degrees.

Refraction at the surface also matters. An electron of kinetic energy E outside crosses a barrier V0, and its momentum parallel to the surface is conserved:

sin θ_in = sin θ √[E/(E + V0)].

For V0 ≪ E, cos²θ_in ≈ cos²θ + (V0/E)sin²θ. While the correction is small, the relative bias is −(V0/2E)tan²θ. With roughly E = 1380 eV and V0 = 10 eV, the unexpanded relation gives −1.1 % at 60° and −9.9 % at 80°. A uniform acceptance of ±5° in emission angle adds about −5.6 % at 80° in the straight-line model; a round cone of the same half-angle adds about −4.2 %. Both figures weight all accepted directions equally; if the analysed area is the same for all of them, the weight goes as cos θ and the biases roughly double.

Different scattering in oxide and silicon, the anisotropy of photoemission and diffraction in the crystal are not sized here. For a film and errors like these, with one fixed L, the calculations support avoiding angles of 75° and more. They do not fix the best angle, which can differ by about 20° between the isotropic and the forward-scattering model. The full set of values is in the numerical output.

Calculated quantities

```
film thickness: 2.0 nm
inelastic mean free path: 3.5 nm
transport mean free path: 25.0 nm
total mean free path: 3.070 nm
albedo: 0.1228 (no unit)
film depth in total mean free paths: 0.651 (no unit)
calibrated length L: 3.206 nm
ratio error: 5.0 %
total counts: 20000 counts
tilt error: 0.5 deg
thickness spread: 0.2 nm
best x for counting alone: 1.594 (no unit)
best angle for counting alone: 67.0 deg
Errors in % of thickness; x has no unit; angle in deg
angle    x  ratio count  tilt spread elastic total-rms
   0  0.624  3.72  1.05  0.00  -0.31    0.00     3.87
  30  0.720  3.56  1.01  0.50  -0.36   -0.20     3.76
  45  0.882  3.32  0.95  0.87  -0.44   -0.55     3.66
  60  1.248  2.86  0.89  1.51  -0.62   -1.49     3.87
  70  1.824  2.30  0.88  2.40  -0.91   -3.44     5.30
  75  2.410  1.89  0.93  3.26  -1.20   -6.19     7.85
  80  3.592  1.35  1.17  4.95  -1.80  -14.49    15.81
Apparent thickness with elastic scattering alone
  at 60 deg: 1.970 nm
  at 80 deg: 1.710 nm
Substrate share T: straight line, with scattering (no unit)
  at 60 deg: 0.2872, 0.2926
  at 80 deg: 0.0275, 0.0464
  limit at 90 deg with scattering: 0.0175
Substrate signal last scattered inside the film
  at 0 deg: 2.7 %
  at 60 deg: 7.0 %
  at 80 deg: 49.1 %
Best angle (deg) and rms error there (%)
  all effects: 48 deg, 3.65 %
  all, tilt 1 deg: 27 deg, 3.85 %
  all, film 1 nm: 48 deg, 4.41 %
  all, film 4 nm: 39 deg, 2.82 %
  elastic only: 58 deg, 3.30 %
  tilt 0.5 deg only: 84 deg, 2.36 %
  spread 0.2 nm only: 84 deg, 1.87 %
  spread 0.5 nm only: 19 deg, 4.25 %
  tilt 0.1 deg only: 84 deg, 1.81 %
  ratio and counts only: 84 deg, 1.78 %
largest walk-solver difference in ln T: 0.23 %
kinetic energy, barrier: 1380, 10 eV
rms slope: 0.03 (no unit)
acceptance half-angle: 5.0 deg
forward model: elastic path 2.5 nm, mean cosine 0.90
Neglected biases in % of thickness; angle in deg
angle refraction slopes acceptance forward-elastic
  60     -1.06   -0.12      0.41        3.8
  75     -4.66   -1.44     -0.67       -8.3
  80     -9.88   -4.66     -5.57      -26.7
```
